# The generalised photoconductance lifetime of a silicon wafer, part 2

A flash of light creates electron-hole pairs in a wafer, and the lifetime of the excess electrons is to be found from the wafer's conductance and the light. The wafer occupies $0<x<W$, is uniform across its area and has no contacts. The excess electron density at depth $x$ is $\Delta n$, with depth average $n$. The depth-averaged generation rate $G$ is the absorbed photon flux divided by $W$, and the light fades as $e^{-t/T}$. In the numerical work lengths are converted to cm, so densities are in cm⁻³.

The net bulk recombination rate is $U$, with depth average $\langle U\rangle$, and $R_0$ and $R_W$ are the losses per unit area and time at the front and rear surfaces. The effective lifetime $\tau$ is defined by

$$\frac n\tau\equiv\langle U\rangle+\frac{R_0+R_W}{W}. \tag{9}$$

Conservation of electrons then gives the generalised lifetime formula

$$\boxed{\;\tau(t)=\frac{n(t)}{G(t)-dn(t)/dt}\;} \tag{10}$$

The quasi-steady formula gives $\tau_{\rm qss}=n/G$ and the transient formula $\tau_{\rm tr}=-n/(dn/dt)$. They combine as

$$\frac1\tau=\frac{1}{\tau_{\rm qss}}+\frac{1}{\tau_{\rm tr}}. \tag{13}$$

For a constant lifetime of 1 ms and $T=2$ ms, $n/G$ equals $\tau$ at the peak of $n$ and tends to 2 ms at late times.

The density comes from the sheet photoconductance $\Delta\sigma$, with elementary charge $q$ and electron and hole mobilities $\mu_n$ and $\mu_p$:

$$\Delta\sigma=q\int_0^W(\mu_n+\mu_p)\,\Delta n\,dx=qW(\mu_n+\mu_p)\,n. \tag{11}$$

This assumes mobilities independent of the excess density, no trapped carriers and fixed charge in the surface regions.

The slope $dn/dt$ is taken from the readings at $t-h$ and $t+h$. If each density reading has an independent random error of standard deviation $s$, the relative error of $\tau$ from the noisy slope is

$$\frac{\delta\tau}{\tau}=\frac{\tau}{\sqrt2\,h}\,\frac sn. \tag{16}$$

### Separating the surface from the bulk

Let both surfaces have the same recombination velocity $S$, defined by a loss $S\,n_s$ per unit area, where $n_s$ is the excess density at the surface. Let the wafer be p-type with $n$ well below the doping. The electrons are then minority carriers, and in the neutral bulk they move mainly by diffusion, with diffusivity $D$. Let the generation be uniform in depth.

If the density is nearly uniform, so are the bulk recombination rate and $\partial\Delta n/\partial t$. What remains of the generation after these two are subtracted is a uniform surplus $r$ per unit volume, which must flow to the surfaces. With $y=x-W/2$ measured from the mid-plane, diffusion requires $D\,\partial^2\Delta n/\partial y^2=-r$. The solution symmetric about the middle is

$$\Delta n=n_c-\frac{r\,y^2}{2D}, \tag{17}$$

where $n_c$ is the density at mid-plane. At the surface, $y^2=W^2/4$ and $n_s=n_c-rW^2/(8D)$. The average of $y^2$ over the thickness is $W^2/12$, so $n=n_c-rW^2/(24D)$. Subtracting,

$$n-n_s=\frac{rW^2}{D}\left(\frac18-\frac1{24}\right)=\frac{rW^2}{12D}.$$

Half of the surplus leaves through each face, so $S\,n_s=rW/2$, or $n_s=rW/(2S)$. Adding the two pieces gives $n=r\,\tau_s$ with

$$\tau_s=\frac{W}{2S}+\frac{W^2}{12D}. \tag{18}$$

The first term is the time set by the surface itself, and the second is the time needed to diffuse there. The surface loss per unit volume is $r=n/\tau_s$ and the bulk loss is $n/\tau_b$, so

$$\frac1\tau=\frac1{\tau_b}+\frac1{\tau_s}. \tag{19}$$

The approximation is good when the density varies little across the wafer. From equation (17) the drop from centre to surface, relative to $n$, is $W^2/(8D\tau_s)$.

### One wafer, two lifetimes

When surface recombination is strong, the profile matters. Consider a dark decay without bulk loss. A profile that keeps its shape is $\Delta n\propto e^{-\lambda t}\cos(\alpha y)$, and the diffusion equation gives $\lambda=D\alpha^2$. At $y=W/2$ the outward flux $D\alpha\sin(\alpha W/2)$ must equal $S\cos(\alpha W/2)$, hence

$$\alpha\tan\frac{\alpha W}{2}=\frac SD. \tag{20}$$

The smallest root decays most slowly and survives longest. For small $S$ the tangent equals its argument, $\alpha^2W/2=S/D$, and $1/\lambda=W/(2S)$, in agreement with equation (18). For very large $S$, $\alpha W/2\to\pi/2$ and $1/\lambda\to W^2/(\pi^2D)$, whereas steady light gives $W^2/(12D)$.

For $W=180$ µm, $D=32.3$ cm²/s and $S=10^4$ cm/s, numerical solutions of the diffusion problem give 1.74 µs under steady uniform light and 1.82 µs in the decay. They agree with equations (18) and (20). The decay lifetime is 5 % longer because the surface density is a smaller fraction of the average. Equation (9) without bulk loss reads $n/\tau=2Sn_s/W$, so $n_s/n=W/(2S\tau)$, which is 0.52 under steady light and 0.49 in the decay.

The depth at which light is absorbed acts similarly. Take $S=1000$ cm/s, a constant bulk lifetime of 1000 µs and light fading with $T=50$ µs, late enough in the flash that the profile keeps its shape and only shrinks with the light. Uniform generation then gives $\tau=9.74$ µs. Generation falling off over 10 µm from the front gives 9.27 µs, which is 5 % shorter. In both cases the value from equation (10) was tested against the losses summed directly from the computed profile, and they agreed to within one part in $10^5$. The balance does not depend on the profile. The step from $\tau$ to $S$ does.

### Errors of calibration

Suppose that the density is recorded as $(1+\varepsilon)n$ and the generation as $(1+\delta)G$, with $\varepsilon$ and $\delta$ constant in time. The reported lifetime is

$$\tau_m=\frac{(1+\varepsilon)n}{(1+\delta)G-(1+\varepsilon)\,dn/dt}.$$

Replace $G-dn/dt$ by $n/\tau$ in the denominator, which becomes $n/\tau+\delta G-\varepsilon\,dn/dt$. Divide numerator and denominator by $n/\tau$, and define $\gamma=G\tau/n=\tau/\tau_{\rm qss}$. Since $dn/dt=G-n/\tau$, it follows that $(\tau/n)\,dn/dt=\gamma-1$, and

$$\frac{\tau_m}{\tau}=\frac{1+\varepsilon}{1+\varepsilon+(\delta-\varepsilon)\gamma}\simeq1+(\varepsilon-\delta)\,\gamma. \tag{21}$$

The last form is of first order in the errors. In a dark decay $\gamma=0$ and the scales drop out, because a logarithmic slope has no scale. In steady light $\gamma=1$ and they enter in full. Early in the flash, when most new pairs are still being stored, $\gamma$ exceeds 1 and the errors are amplified. Readings from the first part of the rise are therefore the most sensitive to calibration.

A delay between the two channels acts as a calibration error. If the light record lags by a time $\theta$ much shorter than $T$, fading light is recorded too high by $\delta\simeq\theta/T$, and the lifetime comes out too short by the fraction $\gamma\theta/T$.

### A flash on a passivated wafer

The example is a calculated conductance trace for a p-type silicon wafer with oxide-passivated faces. The values are rough typical ones: $W=180$ µm, doping $N=5\times10^{15}$ cm⁻³, $S=5$ cm/s, $\mu_n=1250$ and $\mu_p=440$ cm²/Vs, at 300 K. The light starts at $t=0$ with an absorbed flux of $2\times10^{16}$ cm⁻² s⁻¹, generates pairs uniformly in depth and fades with $T=2$ ms.

Bulk recombination goes through a defect level near mid-gap. With the equilibrium minority density and the level's emission terms neglected, the Shockley-Read-Hall rate is $U=n(N+n)/[\tau_{p0}n+\tau_{n0}(N+n)]$, where $\tau_{n0}$ and $\tau_{p0}$ are the electron and hole capture times. Then

$$\tau_b=\frac nU=\tau_{n0}+\tau_{p0}\,\frac{n}{N+n}, \tag{22}$$

with both capture times set to 2 ms. The trace was computed from these local rates and from diffusion, then analysed as if the recombination were unknown, using only the conductance, the light, the thickness and the mobilities.

Readings of $\Delta\sigma$ at 2.95, 3.00 and 3.05 ms are 1.87748, 1.84357 and 1.80983 mS. The density at the middle reading is

$$n=\frac{1.84357\times10^{-3}}{(1.602\times10^{-19})(0.018)(1690)}=3.783\times10^{14}\ {\rm cm^{-3}}.$$

From the first to the last reading the conductance changes by $-0.06765$ mS, which the same factor converts to a density change of $-1.388\times10^{13}$ cm⁻³. Divided by 0.10 ms this is the slope, $dn/dt=-1.388\times10^{17}$ cm⁻³ s⁻¹. The generation rate has fallen to $G=1.111\times10^{18}\,e^{-1.5}=2.479\times10^{17}$ cm⁻³ s⁻¹. Therefore

$$\tau=\frac{3.783\times10^{14}}{(2.479+1.388)\times10^{17}}\ {\rm s}=0.978\ {\rm ms}.$$

The recombination put into the calculation can be evaluated separately. Equation (22) gives $\tau_b=2.141$ ms and equation (18) gives $\tau_s=1.801$ ms, of which diffusion contributes less than 1 µs. Their reciprocals add to $0.467+0.555=1.022$ ms⁻¹, or $\tau=0.978$ ms.

On the same data the quasi-steady formula gives 1.53 ms and the transient formula 2.73 ms. The reciprocals $0.655+0.367=1.022$ ms⁻¹ confirm equation (13).

The surface result suffers more than the lifetime. Subtracting $1/\tau_b$ from $1/\tau$ and inverting equation (18) returns $S=5.00$ cm/s from the generalised lifetime. The quasi-steady value leaves $0.655-0.467=0.188$ ms⁻¹ for the surface, hence $S=1.7$ cm/s, a third of the true figure. The transient value leaves a negative remainder and $S=-0.9$ cm/s, which has no physical meaning.

Through the flash the lifetimes, in ms, are:

| $t$ (ms) | $\tau$, eq. (10) | put in | $\tau_{\rm qss}$ | $\tau_{\rm tr}$ |
|---|---|---|---|---|
| 1 | 0.989 | 0.988 | 0.780 | −3.70 |
| 2 | 0.988 | 0.987 | 1.251 | 4.69 |
| 3 | 0.978 | 0.978 | 1.526 | 2.73 |
| 4 | 0.969 | 0.969 | 1.677 | 2.29 |
| 5 | 0.961 | 0.961 | 1.754 | 2.13 |

At 1 ms the density is still rising, so $\tau_{\rm tr}$ is negative and $\tau_{\rm qss}$ too short. Later $\tau_{\rm tr}$ approaches the 2 ms of the lamp. The slow fall of $\tau$ from 2 ms onwards follows from equation (22): $S$ is held fixed, and $\tau_b$ decreases with the falling density. From 0.5 ms on, the extracted and inserted lifetimes differ by at most 0.123 %.

Measured data would be less kind. With $h=0.05$ ms, equation (16) multiplies the relative noise of a reading by 14, so 0.1 % noise becomes 1.4 % in $\tau$. Here $\gamma=0.64$, and a light calibration 3 % too high lowers $\tau$ by 1.9 %. For the surface, differentiating equation (19) at fixed $\tau_b$ gives $\delta\tau_s/\tau_s=(\tau_s/\tau)\,\delta\tau/\tau$. Since $S$ is nearly proportional to $1/\tau_s$, a 1 % error in $\tau$ becomes 1.8 % in $S$, with the opposite sign.

### What the model leaves out

The following sizes refer to the reading at 3 ms and use rough material coefficients.

Positive charge in the oxide can deplete the silicon beneath it. For a band bending of 0.68 eV the depletion layer is about 420 nm deep. Light shrinks it, and the pairs then stored near the surface number up to about $N$ times this depth per face. For two faces that is up to 6 % of $n$. These pairs conduct and are counted in the balance, so if they had bulk mobility, $\tau$ would exceed the lifetime referred to the bulk density by the same fraction. The share grows at lower $n$ if the stored number stays the same.

Carriers scatter one another. If the excess carriers are counted as additional scatterers of the same kind as the dopants, the signal falls by about 3 %; this rule is crude, and common mobility models for silicon give a smaller figure at this doping and density. Treated as a constant scale error, 3 % lowers $\tau$ by about 2 % through equation (21). The error also grows with the density, which alters the slope and reduces this estimate somewhat. If $10^{13}$ cm⁻³ electron traps are full, their charge is balanced by extra holes, which add 0.7 % to the apparent density. This offset persists as $n$ falls and can dominate at low density. Flash heating, at 0.3 mK, is negligible, and so is the change of diffusivity with density.

With the rough coefficients used here, radiative and Auger recombination would add about 25 and 75 s⁻¹ to the bulk rate. They do not disturb equation (10), which counts all recombination. If they occur but are left out of $\tau_b$, however, they are charged to the surface, and $S$ rises by $(100\ {\rm s^{-1}})\,W/2=0.9$ cm/s. This is 18 % of the value sought. The Auger coefficient at this doping is uncertain, and the shift could be about half as large, but it is too big to ignore when $S$ is this small.

The thickness and doping are those of an ordinary solar-cell wafer with a resistivity of a few Ω cm. A velocity of 5 cm/s describes a well-passivated surface; a poor one can be worse by orders of magnitude. The peak flux is low, roughly a tenth of full sunlight or less, and keeps $n$ well below the doping. The assumption that real oxide interfaces break most directly is a constant $S$, since recombination there depends on the surface charge and on the excess density. That variation has not been modelled, and its size depends on the interface. It leaves equation (10) intact. While the profile stays nearly uniform and $\tau_b$ is known at each density, the extracted $S$ is the value belonging to the density of that reading, and should be reported together with it.

The full set of computed values is in the numerical output that follows.

## Computed results

```
Thickness 180 um, doping 5.0e+15 cm^-3, S 5.0 cm/s
Temperature 300 K, D 32.31 cm^2/s
Mobilities: electron 1250, hole 440 cm2/Vs
SRH times tau_n0 2.0 ms, tau_p0 2.0 ms
Flash decay 2.0 ms, flux 2.0e+16 cm^-2 s^-1
Initial generation rate 1.1111e+18 cm^-3 s^-1
t 2.95 ms: sheet photoconductance 1.87748 mS, n 3.85217e+14 cm^-3
t 3.00 ms: sheet photoconductance 1.84357 mS, n 3.78259e+14 cm^-3
t 3.05 ms: sheet photoconductance 1.80983 mS, n 3.71336e+14 cm^-3
At 3.00 ms: G 2.4792e+17 cm^-3 s^-1
  dn/dt -1.3880e+17 cm^-3 s^-1
  G - dn/dt 3.8673e+17 cm^-3 s^-1
  generalised lifetime 0.9781 ms
  lifetime from recombination put in 0.9780 ms
  quasi-steady formula 1.5257 ms
  transient formula 2.7251 ms
  bulk lifetime 2.1407 ms
  surface lifetime 1.8008 ms
  transit part W^2/(12D) 0.836 us
  S from generalised lifetime 4.999 cm/s
  S from quasi-steady 1.695 cm/s
  S from transient -0.902 cm/s
  calibration factor G tau/n 0.6411
Lifetimes in ms: generalised, put in, quasi-steady, transient
  t 1.0 ms, n 5.258e+14 cm^-3: 0.9888, 0.9883, 0.7802, -3.6993
  t 2.0 ms, n 5.113e+14 cm^-3: 0.9875, 0.9873, 1.2510, 4.6882
  t 3.0 ms, n 3.783e+14 cm^-3: 0.9781, 0.9780, 1.5257, 2.7251
  t 4.0 ms, n 2.521e+14 cm^-3: 0.9686, 0.9686, 1.6767, 2.2937
  t 5.0 ms, n 1.600e+14 cm^-3: 0.9613, 0.9613, 1.7539, 2.1271
Largest deviation from 0.5 ms on 0.123 %
Constant lifetime 1.0 ms, flash 2.0 ms:
  peak at 1.3863 ms, n/G there 1.0000 ms
  n/G at 16 ms 1.9993 ms
Profile test: S 1000 cm/s, bulk 1000 us, flash 50 us
  lifetime, uniform light 9.742 us
  lifetime, 10 um absorption depth 9.266 us
No bulk loss, S 10000 cm/s: steady 1.7355 us, decay 1.8237 us
Neglected effects at the reading (rough sizes):
  depletion layer 419 nm per face, band bending 0.68 eV
  pairs stored there, upper size 6.2 % of n
  mobility change with density -3.0 % of signal
  traps at 1e+13 cm^-3: 0.69 % of n
  radiative 25 s^-1, Auger 75 s^-1
  S shift if these are left out of bulk 0.90 cm/s
  ambipolar change of transit part 0.101 us
  flash heating 0.29 mK, 0.0008 % of signal
```
